# Why the modal gain factor of a slab can exceed one

A slab waveguide whose core has bulk intensity gain $g$ amplifies its TE mode at the rate $g_m=Gg$, with

$$G=\frac{n_1}{n_{\rm eff}}\,P .$$

Here $n_1$ is the core index, $n_{\rm eff}$ the effective index of the mode and $P$ the fraction of the mode's power that travels in the core. Since $n_{\rm eff}<n_1$, the factor $G$ is larger than $P$, and it exceeds one when $P>n_{\rm eff}/n_1$. For the fundamental TE mode of a 220 nm silicon slab in oxide, with rough indices, $P=0.862$ but $G=1.010$ at 1310 nm. At 1550 nm the same slab gives $G=0.990$, so the excess over one depends on wavelength as well as on the slab.

## The belief and its appeal

The belief is that a mode with 86 % of its power in the core must receive 86 % of the core's gain. The argument seems to be plain bookkeeping: power in the core is amplified, power in the cladding is not, and the mode averages the two. A factor above one would then mean that more than all of the light is being amplified.

The hidden assumption is that power flowing along the guide in the core grows at the rate $g$. That rate belongs to a plane wave travelling freely in the core material. A guided mode has a different ratio of power flow to field strength, and the medium responds to the field.

## The growth rate from the wave equation

Let the core occupy $|x|<a$, with thickness $d=2a$, between claddings of real index $n_2<n_1$. The materials are nonmagnetic and isotropic. The TE field points along $y$ and has the form $E(x)\,e^{i(\beta z-\omega t)}$. With $k_0=\omega/c$, the core index including gain is

$$n_1-\frac{ig}{2k_0}.$$

A plane wave in bulk core material then has amplitude proportional to $e^{gz/2}$ and intensity proportional to $e^{gz}$, as the definition of $g$ requires. Loss is the case $g<0$.

For the mode, $\beta$ is complex. Write $\operatorname{Re}\beta=k_0n_{\rm eff}$ and $\operatorname{Im}\beta=-g_m/2$, so that its intensity grows as $e^{g_mz}$. The wave equation is

$$E''+(k_0^2n^2-\beta^2)E=0 .$$

Multiply by $E^*$ and integrate over all $x$. Because $E$ and $E'$ are continuous at the interfaces and vanish far away, integration by parts gives $\int E^*E''dx=-\int|E'|^2dx$. Hence

$$\beta^2\!\int|E|^2dx=k_0^2\!\int n^2|E|^2dx-\int|E'|^2dx .$$

Now take the imaginary part. On the left, $\operatorname{Im}\beta^2=2\operatorname{Re}\beta\operatorname{Im}\beta=-k_0n_{\rm eff}g_m$. On the right, $|E'|^2$ is real and only the core has a complex index, with $\operatorname{Im}n^2=-n_1g/k_0$. Therefore

$$n_{\rm eff}\,g_m\int|E|^2dx=n_1\,g\int_{\rm core}|E|^2dx ,$$

$$g_m=\frac{n_1}{n_{\rm eff}}\,P\,g,\qquad P=\frac{\int_{\rm core}|E|^2dx}{\int|E|^2dx}.$$

This holds for any bound TE mode, however strong the gain, if $E$ and $n_{\rm eff}$ are those of the slab with gain. It does not carry over to TM modes, whose electric field jumps at the interfaces: for TM0 of the 220 nm slab at 1310 nm the true factor is 0.996, while $(n_1/n_{\rm eff})P$ with the core power fraction would give 1.169. For weak gain the values of the passive slab suffice.

The error of that replacement is of second order. With $n_2$ real, the effective index is an analytic function of the core index, real for real argument. Expanding it about $n_1$ with the imaginary increment $-i\eta$, $\eta=g/2k_0$, gives an imaginary part $-\eta\,\partial n_{\rm eff}/\partial n_1+O(\eta^3)$. Dividing by $-\eta$ shows that, in the weak-gain limit,

$$G=\frac{\partial n_{\rm eff}}{\partial n_1}\quad\text{at fixed frequency},$$

with a correction of order $\eta^2$. A factor above one thus also means that the effective index rises faster than the core index that drives it. Nothing forbids such a derivative from exceeding one.

## Where the extra gain comes from

It remains to show that $P$ is the power fraction. Faraday's law gives $H_x=-\beta E/(\omega\mu_0)$. With $\omega\mu_0=k_0Z_0$, where $Z_0$ is the vacuum impedance, the time-averaged power flow along the guide is

$$S_z=-\tfrac12\operatorname{Re}(EH_x^*)=\frac{n_{\rm eff}}{2Z_0}|E|^2 .$$

The prefactor is the same in core and cladding, so $P$ is indeed the core's share of the power.

A plane wave in bulk core material, with the same field strength, carries $n_1|E|^2/(2Z_0)$ for weak gain. Its power grows at the rate $g$, so the medium supplies $g\,n_1|E|^2/(2Z_0)$ per unit volume. This supply depends on the local electric field alone and is the same in the mode. The mode, however, carries less power along $z$ for that field, by the ratio $n_{\rm eff}/n_1$. The same supply is therefore a larger fraction of the power carried. Energy is conserved, and no light is counted twice.

The same derivation with gain $g$ in the cladding instead gives the factor $(n_2/n_{\rm eff})(1-P)$. At 1310 nm this is 0.067, although the cladding carries 0.138 of the power. The core and cladding factors add up to 1.077, not to one, which shows again that they are not fractions of a whole.

## When the factor exceeds one

For the passive slab, define

$$u=a\sqrt{k_0^2n_1^2-\beta^2},\quad w=a\sqrt{\beta^2-k_0^2n_2^2},\quad R^2=u^2+w^2=k_0^2a^2(n_1^2-n_2^2).$$

The fundamental mode TE0 is $\cos(ux/a)$ in the core and $\cos u\;e^{-w(|x|/a-1)}$ outside. Continuity of $E'$ at $x=a$ requires $u\tan u=w$, with $0<u<\pi/2$. It follows that $\cos^2u=1/(1+w^2/u^2)=u^2/R^2\equiv s$.

In units of $a$, the integral of $E^2$ over half the core is

$$\frac12\left(1+\frac{\sin u\cos u}{u}\right)=\frac12\left(1+\frac{w}{R^2}\right),$$

because $\sin u=(w/u)\cos u$. The integral over one cladding is $\cos^2u/(2w)=u^2/(2wR^2)$. Their sum is

$$\frac12\left(1+\frac{w^2+u^2}{wR^2}\right)=\frac12\left(1+\frac1w\right).$$

Dividing the cladding part by the sum gives $1-P=(s/w)/(1+1/w)$, or

$$P=1-\frac{s}{1+w}.$$

The definition of $u$ gives $n_{\rm eff}^2=n_1^2-s(n_1^2-n_2^2)$. With the contrast $D=1-n_2^2/n_1^2$, this is $n_{\rm eff}^2/n_1^2=1-sD$. Both sides of $P>n_{\rm eff}/n_1$ are positive, so the inequality may be squared:

$$1-\frac{2s}{1+w}+\frac{s^2}{(1+w)^2}>1-sD .$$

Cancelling the ones and dividing by $s$ leaves the condition for $G>1$:

$$D>\frac{2}{1+w}-\frac{s}{(1+w)^2}.$$

In a very thin slab $w$ and $u$ go to zero with $w\approx u^2$. Then $s\approx1-w$, $P\approx2w$, and $G$ vanishes: the field lies almost wholly in the passive cladding.

In a very thick slab $w$ grows without bound, $u$ approaches $\pi/2$ and $s$ goes to zero. To first order in $s$,

$$G-1\approx s\left(\frac D2-\frac1{1+w}\right).$$

The bracket tends to $D/2>0$, so $G$ approaches one from above for any positive contrast. High contrast is not needed for an excess, but it helps. Lowering $n_2$ at fixed $n_1$, thickness and wavelength raises $R=u/\cos u$, and with it $u$ and $w=u\tan u$. Then $P=1-\cos^2u/(1+w)$ rises while $n_{\rm eff}^2=n_1^2-u^2/(k_0a)^2$ falls, so $G$ grows at every thickness and passes one in a thinner slab. At 1310 nm with $n_1=3.50$, a 4000 nm core in a cladding of index 1.45 has $G-1=9.5\times10^{-4}$. With a cladding of index 3.40, a 60000 nm core has $3.4\times10^{-6}$. These two values do not isolate the effect of contrast, because the thicknesses differ too. Once $1/(1+w)$ is much smaller than $D/2$, the leading term is $sD/2\approx\pi^2/(8k_0^2a^2n_1^2)$, which does not contain $n_2$. At low contrast this takes a very thick core. With a cladding of index 3.40, a 4000 nm core has $w\approx7.8$, so $1/(1+w)\approx0.11$ exceeds $D/2\approx0.03$ and $G$ is still below one.

Low contrast is also where the belief does little harm. Since $n_2<n_{\rm eff}<n_1$, the ratio $G/P=n_1/n_{\rm eff}$ lies between one and $n_1/n_2$. For indices 3.50 and 3.40 it is below 1.03.

## The silicon slab

Take $d=220$ nm, $n_1=3.50$ and $n_2=1.45$ at 1310 nm. The mode equation gives $u=0.9616$ and $w=1.3784$, hence $s=0.3274$. Then

$$n_{\rm eff}=\sqrt{12.25-0.3274\,(12.25-2.1025)}=2.988,$$

$$P=1-\frac{0.3274}{2.3784}=0.8623,\qquad G=\frac{3.50}{2.988}\times0.8623=1.010 .$$

The criterion agrees: $D=0.828$ exceeds the required 0.783. For a chosen bulk coefficient of 10 cm$^{-1}$, the modal coefficient is 10.1 cm$^{-1}$, or 43.9 dB/cm. Using $P$ as the factor would give 8.6 cm$^{-1}$, which is 15 % below the correct value. In the other direction, dividing a known modal coefficient by $P$ would overestimate the bulk coefficient by 17 %.

Two tests do not use the formula for $G$. Solving the mode equation with the complex core index gives 10.101 cm$^{-1}$ directly from $\operatorname{Im}\beta$. The derivative $\partial n_{\rm eff}/\partial n_1$, taken from a finite-difference solution of the wave equation, is 1.01013 and changes by $2.5\times10^{-6}$ when the mesh spacing is halved.

At 1550 nm, with $n_1=3.48$ and $n_2=1.44$, the result is $P=0.811$, $n_1/n_{\rm eff}=1.220$ and $G=0.990$. The index ratio has grown, but the core holds less of the power, and the product falls just below one. The criterion fails accordingly: $D=0.829$ against a required 0.863. The belief is still wrong here, by 18 % of $G$, although no factor above one gives it away.

With the indices of each wavelength held fixed, $G$ passes one at a thickness of 200 nm for 1310 nm and 237 nm for 1550 nm. Between 150 and 1000 nm its largest value is 1.027 in both cases, at 350 and 416 nm. The maxima agree because $G$ depends only on $R$ and $D$, and $D$ is nearly the same at the two wavelengths.

The next mode, TE1, is guided above 206 nm at 1310 nm, so the 220 nm slab carries it too; all values here are for TE0. The crossing at 200 nm lies below that cutoff, so an excess over one does not require a second TE mode.

## A second reading through slow energy transport

Let the indices be real and independent of frequency, and let $n_g=d\beta/dk_0$ be the group index. Differentiate the integrated wave equation with respect to $k_0$. The change $\delta E$ of the real mode profile contributes $2\int\delta E\,[E''+(k_0^2n^2-\beta^2)E]\,dx$, which vanishes by the wave equation. What remains is

$$n_{\rm eff}\,n_g=\frac{\int n^2E^2dx}{\int E^2dx}.$$

The core's share of the electric energy is $U=n_1^2P/(n_{\rm eff}n_g)$, so $G=(n_g/n_1)U$. At 1310 nm this reads $(3.632/3.50)\times0.973=1.010$. The share $U$ is a true fraction and stays below one. The factor in front exceeds one because the mode's energy moves more slowly along the guide than a plane wave's energy would in the core material, and so has more time to be amplified per unit length. Material dispersion changes $n_g$ and this reading, but not the formula with $P$ and $n_{\rm eff}$, which is taken at one frequency.

## Beside a real slab

The indices used are rough values for silicon and its oxide. Silicon has no useful interband gain at these wavelengths; the chosen 10 cm$^{-1}$ is better read as free-carrier absorption in doped silicon, with carrier densities of roughly $2\times10^{18}$ cm$^{-3}$ at 1310 nm. Such doping also lowers the core index by roughly 0.001 to 0.003, which lowers $G$ by about 0.0002 at most. The same $G$ applies to such loss.

The excess of 0.010 at 1310 nm is small, so neglected effects must be compared with it. A core 5 nm thinner lowers $G$ by 0.002. Heating by 50 K, with a rough index slope of $2\times10^{-4}$ K$^{-1}$, raises it by 0.0005. Real devices also have finite width: for a stripe 10000 nm wide, subtracting the lateral wavenumber squared from $\beta^2$ at fixed $P$ raises $G$ by about 0.0002. None of these removes the excess. Leakage through 2000 nm of oxide and two-photon absorption at 1 mW in that stripe are negligible beside the assumed loss. A wire only a few hundred nanometres wide is a different case: its mode is confined in two directions and is not purely TE, so its factor must be computed from its own fields.

## Numbers as computed

```
core thickness = 220 nm
bulk gain or loss coefficient = 10.0 1/cm
--- wavelength = 1310 nm, n1 = 3.50, n2 = 1.45
u = 0.9616, w = 1.3784, s = 0.3274
effective index neff = 2.9879
index ratio n1/neff = 1.1714
core power fraction P = 0.8623
modal gain factor G = 1.0101
G from finest mesh = 1.010131, shift on halving mesh = -2.5e-06
criterion: D = 0.8284, must exceed 0.7830
modal coefficient from complex mode = 10.101 1/cm
the same in decibels = 43.87 dB/cm
coefficient if P were used = 8.623 1/cm
P is too small by = 14.6 % of G
cladding factor = 0.0668, cladding power fraction = 0.1377
group index (constant indices) = 3.6323, core electric energy share = 0.9733
thickness where G = 1: 199.7 nm
largest G = 1.0270 at thickness 350 nm
TE1 guided above thickness = 205.6 nm
weak-gain error in G = 1.6e-10
--- wavelength = 1550 nm, n1 = 3.48, n2 = 1.44
u = 0.8896, w = 1.0974, s = 0.3966
effective index neff = 2.8514
index ratio n1/neff = 1.2205
core power fraction P = 0.8109
modal gain factor G = 0.9897
G from finest mesh = 0.989715, shift on halving mesh = -2.7e-06
criterion: D = 0.8288, must exceed 0.8634
modal coefficient from complex mode = 9.897 1/cm
the same in decibels = 42.98 dB/cm
coefficient if P were used = 8.109 1/cm
P is too small by = 18.1 % of G
cladding factor = 0.0955, cladding power fraction = 0.1891
group index (constant indices) = 3.5817, core electric energy share = 0.9616
thickness where G = 1: 237.4 nm
largest G = 1.0270 at thickness 416 nm
TE1 guided above thickness = 244.6 nm
weak-gain error in G = 3.0e-10
--- very strong gain, core index imaginary part = -0.3
growth ratio = 1.01145, exact identity = 1.01145
--- thick slabs at 1310 nm
n2 = 1.45, d = 4000 nm: G - 1 = 9.49e-04, estimate = 9.48e-04
n2 = 3.40, d = 60000 nm: G - 1 = 3.37e-06, estimate = 3.37e-06
--- neglected effects at 1310 nm (rough inputs)
G shift, core 5 nm thinner = -0.00212
G shift, heating by 50 K at 2e-04 1/K = 0.00052
G shift, stripe 10000 nm wide = 0.00024
intensity decay across 2000 nm oxide = 1.7e-22
two-photon loss at 1 mW, 1e-09 cm/W = 4.5e-05 1/cm
```
